# Forces from Local-Frame Multipoles with Self-Consistent Induced Dipoles

**Setting.** A polarizable force field places on each atom $i$, at $\mathbf r_i$, a charge $q_i$, a permanent dipole $\boldsymbol\mu_i$, a quadrupole $Q_i$ and a polarizability tensor $\alpha_i$. The dipole and the tensors are constants in a local frame with axes $\mathbf e_x,\mathbf e_y,\mathbf e_z$, the columns of a rotation matrix $R_i$:

$$\boldsymbol\mu_i=R_i\boldsymbol\mu_i^{\rm loc},\quad Q_i=R_iQ_i^{\rm loc}R_i^T,\quad \alpha_i=R_i\alpha_i^{\rm loc}R_i^T .$$

The frame is defined by atom $i$ and two frame atoms $a$ and $b$, so moving any of the three can turn the moments. Each site also carries an induced dipole $\mathbf p_i$, and $\mathbf d_i=\boldsymbol\mu_i+\mathbf p_i$.

Atomic units are used in the algebra, and repeated Cartesian indices are summed. $Q$ is half the second moment of the charge, $\tfrac12\sum e\,x_ax_b$, with its trace removed; the trace does not matter because $\nabla^2\phi=0$ away from the sources. The potential at site $i$ due to the other sites is

$$\phi_i(\mathbf r)=\sum_{j\ne i}w_{ij}\left(q_j-\mathbf d_j\cdot\nabla+Q_j:\nabla\nabla\right)\frac1{|\mathbf r-\mathbf r_j|},\qquad \mathbf E_i=-\nabla\phi_i ,$$

where the constants $w_{ij}=w_{ji}$ switch excluded pairs off. The energy is

$$U=\tfrac12\sum_i\left(q_i\phi_i+\mathbf d_i\cdot\nabla\phi_i+Q_i:\nabla\nabla\phi_i\right)+\tfrac12\sum_i\mathbf p_i\cdot\alpha_i^{-1}\mathbf p_i .$$

The last term is the work needed to create the induced dipoles. Bonded and repulsive terms are separate and are left out.

## (a) Which equations fix the induced dipoles, and when do they give a minimum?

**Solution.** The factor $\tfrac12$ in the interaction corrects for counting each pair twice. When $\mathbf p_i$ alone varies, each of its pairs changes in both places, and the factor cancels:

$$\frac{\partial U}{\partial\mathbf p_i}=\nabla\phi_i+\alpha_i^{-1}\mathbf p_i=0\quad\Rightarrow\quad \mathbf p_i=\alpha_i\mathbf E_i .$$

Split the field into the part $\mathbf E_i^0$ from permanent moments and the part from induced dipoles. The potential of $\mathbf p_j$ is $-\mathbf p_j\cdot\nabla(1/r)$, so its field is $T_{ij}\mathbf p_j$ with $T_{ij}=\nabla\nabla(1/r_{ij})$. Collecting all dipoles in one vector $p$,

$$Ap=E^0,\qquad A_{ij}=\alpha_i^{-1}\delta_{ij}-w_{ij}T_{ij},$$

$$U=U_{\rm perm}-p\cdot E^0+\tfrac12\,p\cdot Ap .$$

$A$ is symmetric. At the solution $p\cdot Ap=p\cdot E^0$, hence $U_{\rm pol}=U-U_{\rm perm}=-\tfrac12p\cdot E^0$. The stationary point is a minimum if $A$ is positive definite.

Two isotropic sites a distance $R$ apart show how this can fail. For dipoles along the line joining them, $T=2/R^3$, and

$$A=\begin{pmatrix}1/\alpha_1&-2/R^3\\-2/R^3&1/\alpha_2\end{pmatrix},\qquad \det A=\frac1{\alpha_1\alpha_2}-\frac4{R^6}.$$

The determinant is positive for $R^6>4\alpha_1\alpha_2$. At smaller separations the energy has no lower bound as a function of $p$, and the undamped point-dipole model has broken down.

## (b) Must the force include the change of the induced dipoles with geometry?

**Solution.** Let $x$ be any atomic coordinate. The chain rule gives

$$\frac{dU}{dx}=\left.\frac{\partial U}{\partial x}\right|_p+g\cdot\frac{dp}{dx},\qquad g=\frac{\partial U}{\partial p}=Ap-E^0 .$$

At the self-consistent solution $g=0$. The induced dipoles do change when an atom moves, but the energy is flat in $p$ there, so the change has no first-order effect. The force is therefore the explicit derivative, taken with the laboratory components of $p$ held fixed while the local frames still turn.

This needs the same energy in both places. If the dipoles solve $Ap=E'$ with a polarizing field $E'\ne E^0$, for instance one with different pair exclusions, then $g=E'-E^0$ and the response term $g\cdot dp/dx$ returns.

Incomplete convergence has a similar effect. Put $p=p^*+\delta$, where $p^*$ is the solution, and let a prime denote $\partial/\partial x$. Then

$$U(p^*+\delta)-U(p^*)=\delta\cdot(Ap^*-E^0)+\tfrac12\delta\cdot A\delta=\tfrac12\delta\cdot A\delta,$$

$$\left.\frac{\partial U}{\partial x}\right|_{p^*+\delta}-\left.\frac{\partial U}{\partial x}\right|_{p^*}=\delta\cdot(A'p^*-E^{0\prime})+\tfrac12\delta\cdot A'\delta .$$

The energy error is of second order in $\delta$, while the force error is in general of first order. A convergence threshold on the energy is thus a weak guarantee for the forces.

The short form $-\tfrac12p\cdot E^0$ must also be handled with care. Its derivative at frozen $p$ is $-\tfrac12p\cdot E^{0\prime}$, whereas the correct explicit derivative of the polarization energy is $-p\cdot E^{0\prime}+\tfrac12p\cdot A'p$. The short form has the right value at the solution, but it is not stationary in $p$.

## (c) What is the force on a site if all moments keep their laboratory components?

**Solution.** The part of the interaction energy that involves site $i$ is $q_i\phi_i+\mathbf d_i\cdot\nabla\phi_i+Q_i:\nabla\nabla\phi_i$, evaluated at $\mathbf r_i$. The function $\phi_i(\mathbf r)$ is made by the other sites and does not depend on $\mathbf r_i$. Moving site $i$ therefore changes only the point of evaluation:

$$F^{\rm dir}_{i,a}=-\left(q_i\,\partial_a\phi_i+d_{i,b}\,\partial_a\partial_b\phi_i+Q_{i,bc}\,\partial_a\partial_b\partial_c\phi_i\right).$$

The full $\mathbf d_i$ appears, and $\phi_i$ includes the induced dipoles of the other sites.

## (d) What torque acts on a local frame?

**Solution.** Turn the frame of site $i$ by a small vector $\delta\boldsymbol\theta$ with all positions and all $\mathbf p$ fixed, and define the torque by $\delta U=-\boldsymbol\tau\cdot\delta\boldsymbol\theta$. Three terms change.

*Permanent dipole.* With $\delta\boldsymbol\mu=\delta\boldsymbol\theta\times\boldsymbol\mu$,

$$\delta U=-\mathbf E\cdot(\delta\boldsymbol\theta\times\boldsymbol\mu)=-\delta\boldsymbol\theta\cdot(\boldsymbol\mu\times\mathbf E).$$

*Quadrupole.* Both indices turn:

$$\delta Q_{ab}=\epsilon_{acd}\,\delta\theta_cQ_{db}+\epsilon_{bcd}\,\delta\theta_cQ_{ad}.$$

Let $\Phi_{ab}=\partial_a\partial_b\phi$. Since $\Phi$ and $Q$ are symmetric, the two terms contribute equally:

$$\delta U=\Phi_{ab}\,\delta Q_{ab}=2\,\delta\theta_c\,\epsilon_{acd}Q_{db}\Phi_{ba}=2\,\delta\theta_c\,\epsilon_{cda}(Q\Phi)_{da},$$

where the last step uses the cyclic symmetry of $\epsilon$.

*Polarizability.* Write $B=\alpha^{-1}$. Its rotation gives $\delta B\,\mathbf p=\delta\boldsymbol\theta\times(B\mathbf p)-B(\delta\boldsymbol\theta\times\mathbf p)$, so

$$\tfrac12\mathbf p\cdot\delta B\,\mathbf p=\tfrac12\,\delta\boldsymbol\theta\cdot(B\mathbf p\times\mathbf p)-\tfrac12\,\delta\boldsymbol\theta\cdot(\mathbf p\times B\mathbf p)=-\delta\boldsymbol\theta\cdot(\mathbf p\times B\mathbf p).$$

Adding the three parts,

$$\tau_c=(\boldsymbol\mu\times\mathbf E)_c+(\mathbf p\times\alpha^{-1}\mathbf p)_c-2\epsilon_{cda}(Q\Phi)_{da}.$$

At self-consistency $\alpha^{-1}\mathbf p=\mathbf E$, and the first two terms combine to $(\boldsymbol\mu+\mathbf p)\times\mathbf E$. The induced dipole is not attached to the frame; its term comes from turning the anisotropic polarizability. For isotropic $\alpha$, $\mathbf p$ is parallel to $\mathbf E$ and this term vanishes.

## (e) Convert the torque into atomic forces for a z-then-x frame.

Here $\mathbf u=\mathbf r_a-\mathbf r_i$ fixes $\mathbf e_z=\mathbf u/u$, and $\mathbf v=\mathbf r_b-\mathbf r_i$ fixes the half-plane containing $\mathbf e_x$:

$$\mathbf v=v(\sin\gamma\,\mathbf e_x+\cos\gamma\,\mathbf e_z),\qquad \mathbf e_y=\mathbf e_z\times\mathbf e_x .$$

**Solution.** We first find the rotation caused by small changes of $\mathbf u$ and $\mathbf v$. A rotation changes the z axis by

$$\delta\mathbf e_z=\delta\boldsymbol\theta\times\mathbf e_z=\delta\theta_y\,\mathbf e_x-\delta\theta_x\,\mathbf e_y .$$

This must equal the part of $\delta\mathbf u$ perpendicular to $\mathbf u$, divided by $u$. Therefore

$$\delta\theta_x=-\frac{\mathbf e_y\cdot\delta\mathbf u}{u},\qquad \delta\theta_y=\frac{\mathbf e_x\cdot\delta\mathbf u}{u}.$$

The third angle follows from $\mathbf e_y\cdot\mathbf v=0$, which must remain true. With $\delta\mathbf e_y=\delta\theta_x\,\mathbf e_z-\delta\theta_z\,\mathbf e_x$,

$$0=\mathbf e_y\cdot\delta\mathbf v+\delta\theta_x\,v\cos\gamma-\delta\theta_z\,v\sin\gamma,$$

$$\delta\theta_z=\frac{\mathbf e_y\cdot\delta\mathbf v}{v\sin\gamma}-\cot\gamma\,\frac{\mathbf e_y\cdot\delta\mathbf u}{u}.$$

The work done by the torque forces is $-\delta U=\boldsymbol\tau\cdot\delta\boldsymbol\theta$. Atom $a$ enters through $\delta\mathbf u$ and atom $b$ through $\delta\mathbf v$, so the coefficients are the forces:

$$\mathbf F_a=\frac{\tau_y\mathbf e_x-(\tau_x+\tau_z\cot\gamma)\mathbf e_y}{u},\qquad \mathbf F_b=\frac{\tau_z\,\mathbf e_y}{v\sin\gamma}.$$

Atom $i$ enters both vectors with a minus sign, so $\mathbf F_i=-\mathbf F_a-\mathbf F_b$. The moments of these forces reproduce the torque:

$$\mathbf u\times\mathbf F_a=\tau_y\mathbf e_y+(\tau_x+\tau_z\cot\gamma)\mathbf e_x,\qquad \mathbf v\times\mathbf F_b=\tau_z\mathbf e_z-\tau_z\cot\gamma\,\mathbf e_x,$$

and their sum is $\boldsymbol\tau$.

If $\tau_z\ne0$, the forces diverge as the three atoms become collinear, because $\mathbf e_x$ is then undefined. A site whose moments and polarizability are symmetric about $\mathbf e_z$ escapes this: turning it about that axis changes nothing, so $\tau_z=0$. Then $\mathbf F_b=0$, $\mathbf F_a=\boldsymbol\tau\times\mathbf e_z/u$, and no x atom is needed.

## (f) Treat a bisector frame, and find what the direct forces alone do to angular momentum.

**Solution.** Write $\hat{\mathbf u}=\mathbf u/u$ and $\hat{\mathbf v}=\mathbf v/v$. In a bisector frame the z axis lies along $\mathbf w=\hat{\mathbf u}+\hat{\mathbf v}$, and $\mathbf v$ again fixes the x direction. The derivation in (e) applies with $\mathbf u$ replaced by $\mathbf w$ and $\gamma$ by the angle between $\mathbf w$ and $\mathbf v$. Call the resulting coefficients $\mathbf G_w$ and $\mathbf G_v$, so that $-\delta U=\mathbf G_w\cdot\delta\mathbf w+\mathbf G_v\cdot\delta\mathbf v$. Since

$$\delta\mathbf w=\frac{(1-\hat{\mathbf u}\hat{\mathbf u})\,\delta\mathbf u}{u}+\frac{(1-\hat{\mathbf v}\hat{\mathbf v})\,\delta\mathbf v}{v},$$

the forces are

$$\mathbf F_a=\frac{(1-\hat{\mathbf u}\hat{\mathbf u})\mathbf G_w}{u},\qquad \mathbf F_b=\mathbf G_v+\frac{(1-\hat{\mathbf v}\hat{\mathbf v})\mathbf G_w}{v},\qquad \mathbf F_i=-\mathbf F_a-\mathbf F_b .$$

This frame fails for parallel bonds, which define no plane, and for antiparallel bonds, where $\mathbf w=0$.

Now rotate all atoms and induced dipoles together. The energy is unchanged, and the rotation of $p$ costs nothing at first order because $g=0$. Hence the complete forces satisfy $\sum_i\mathbf r_i\times\mathbf F_i=0$. The torque forces of each site contribute $\mathbf u\times\mathbf F_a+\mathbf v\times\mathbf F_b=\boldsymbol\tau_i$ to this sum, which leaves

$$\sum_i\mathbf r_i\times\mathbf F_i^{\rm dir}=-\sum_i\boldsymbol\tau_i .$$

Direct forces alone conserve linear momentum but in general not angular momentum.

## (g) Apply the result to two bent triatomic model molecules.

The molecules are M1, A1, B1 and M2, A2, B2, with M the central atom. The parameters are round model values and represent no particular substance; they and the coordinates are listed in the numerical output. Central sites use bisector frames. End sites take z toward their central atom and x toward the other end. Only pairs in different molecules interact, without damping.

**Solution.** The smallest eigenvalue of $A$ relative to $\alpha^{-1}$ is 0.79; it would be 1 without coupling between the dipoles. It is positive, so the induced dipoles minimize $U$. The energy is $-0.378$ eV from permanent moments and $-0.095$ eV from polarization, together $-0.473$ eV ($-0.01738$ hartree).

Take site A1, in its local axes. The field is $(-0.3189,-0.4288,-1.7406)$ V/Å. Adding permanent and induced dipoles gives

$$\mathbf d=(0.0200-0.0089,\,-0.0089,\,-0.0500-0.0604)=(0.0111,-0.0089,-0.1104)\ e\,\text{Å}.$$

The x component of the dipole torque is

$$d_yE_z-d_zE_y=0.0155-0.0473=-0.0318\ \text{eV}.$$

The quadrupole adds $-0.0747$ eV, so $\tau_x=-0.1065$ eV. The other components are $\tau_y=-0.0892$ eV and $\tau_z=0.0458$ eV. In each of the three components the quadrupole part is larger than the dipole part, so dropping it would not be a small correction here.

The frame has $u=1.0$ Å, $v=1.6$ Å and $\gamma=36.87^\circ$, so $\sin\gamma=0.600$ and $\cot\gamma=1.333$. In local components, the force on the z atom M1 is

$$F_x=\frac{-0.0892}{1.0}=-0.0892,\qquad F_y=-\frac{-0.1065+0.0458\times1.333}{1.0}=0.0454\ \text{eV/Å}.$$

The x atom B1 receives $F_y=0.0458/(1.6\times0.600)=0.0477$ eV/Å. A1 itself receives the opposite of their sum, $(0.0892,-0.0931,0)$ eV/Å.

After all six frames are treated, the total force on A1 in laboratory axes is $(0.728,0.467,0.414)$ eV/Å. The largest effect of the torques is on M2: its direct force along y is $-0.332$ eV/Å, the torque forces add $0.453$ eV/Å, and the total, summed before rounding, is $+0.120$ eV/Å. Leaving them out would reverse the sign of this component. It would also leave a net torque of 0.365 eV on the isolated pair of molecules; with them the net torque vanishes to rounding error.

The complete forces were tested against finite differences of the energy, with the induced dipoles solved anew at every displaced geometry. At this geometry and at a distorted one, the largest difference is below $10^{-10}$ eV/Å, although no response term was used.

The first guess $p=\alpha E^0$ shows the cost of stopping early. Its energy is too high by 0.0042 eV, about 4% of the size of the polarization energy. Its explicit forces differ from the converged ones by up to 0.060 eV/Å. They are not the gradient of the first-guess energy either: the missing response term reaches 0.040 eV/Å. Halving the dipole error divides the energy error by exactly 4 at any distance from the solution, because $U$ is quadratic in $p$. The force error also carries the small term $\tfrac12\delta\cdot A'\delta$, so its ratio only approaches 2: going from 0.1 to 0.05 of the first-guess dipole error divides it by 1.998, in line with the orders found in (b). Differentiating $-\tfrac12p\cdot E^0$ at frozen converged dipoles gives force errors of up to 0.150 eV/Å, larger than those of the unconverged first guess.

The derivation assumes constant local moments. If the charges themselves depended on bond lengths or angles, the chain rule would add the terms $-\sum_i\phi_i\,dq_i/dx$ to the force.

## Numbers as computed

```
position M1 (angstrom):      0.00      0.00      0.00
position A1 (angstrom):      0.80      0.60      0.00
position B1 (angstrom):     -0.80      0.60      0.00
position M2 (angstrom):      2.40      1.60      0.30
position A2 (angstrom):      3.00      1.60      1.10
position B2 (angstrom):      3.00      1.60     -0.50
centre M charge (e): -0.50
centre M local dipole (e angstrom):      0.00      0.00      0.10
centre M Q xx yy zz xz (e angstrom^2):      0.06     -0.10      0.04      0.00
centre M alpha xx yy zz (angstrom^3):      0.90      0.70      0.80
end A,B charge (e): 0.25
end A,B local dipole (e angstrom):      0.02      0.00     -0.05
end A,B Q xx yy zz xz (e angstrom^2):      0.02     -0.03      0.01      0.02
end A,B alpha xx yy zz (angstrom^3):      0.40      0.30      0.50
permanent energy (eV): -0.37822
polarization energy (eV): -0.09469
total energy (eV): -0.47291  = -0.0173793 hartree
smallest eigenvalue of A relative to 1/alpha: 0.7878
induced dipole sizes M1..B2 (e angstrom):    0.0343    0.0617    0.0108    0.0681    0.0159    0.0193
A1 frame: u, v (angstrom): 1.0000 1.6000
A1 frame: gamma (degree): 36.870
A1 field, local axes (V/angstrom):   -0.3189   -0.4288   -1.7406
A1 induced dipole, local (e angstrom):   -0.0089   -0.0089   -0.0604
A1 dipole torque, local (eV):  -0.03180   0.05461  -0.00763
A1 quadrupole torque, local (eV):  -0.07467  -0.14385   0.05344
A1 total torque, local (eV):  -0.10647  -0.08924   0.04581
A1 torque force on M1, local (eV/angstrom):  -0.08924   0.04539   0.00000
A1 torque force on B1, local (eV/angstrom):   0.00000   0.04772   0.00000
A1 torque force on A1, local (eV/angstrom):   0.08924  -0.09311   0.00000
direct force M1 (eV/angstrom):   -0.1255   -0.1164   -0.0096
direct force A1 (eV/angstrom):    0.7725    0.4082    0.2724
direct force B1 (eV/angstrom):    0.1026    0.0246    0.0151
direct force M2 (eV/angstrom):   -0.8857   -0.3323   -0.2827
direct force A2 (eV/angstrom):    0.0617    0.0047    0.0399
direct force B2 (eV/angstrom):    0.0744    0.0113   -0.0351
torque force M1 (eV/angstrom):    0.0241   -0.0858   -0.0932
torque force A1 (eV/angstrom):   -0.0442    0.0589    0.1411
torque force B1 (eV/angstrom):    0.0201    0.0268   -0.0478
torque force M2 (eV/angstrom):    0.0142    0.4528   -0.0432
torque force A2 (eV/angstrom):   -0.0359   -0.2988    0.0269
torque force B2 (eV/angstrom):    0.0217   -0.1539    0.0163
total force M1 (eV/angstrom):   -0.1014   -0.2022   -0.1029
total force A1 (eV/angstrom):    0.7283    0.4671    0.4135
total force B1 (eV/angstrom):    0.1227    0.0514   -0.0328
total force M2 (eV/angstrom):   -0.8715    0.1204   -0.3259
total force A2 (eV/angstrom):    0.0258   -0.2942    0.0668
total force B2 (eV/angstrom):    0.0961   -0.1426   -0.0188
point-charge cluster energy difference (eV): 2.1e-09
largest force difference, two geometries (eV/angstrom): 3.2e-11 3.5e-11
net torque without torque forces (eV): 0.36462
net torque with torque forces (eV): 6.0e-16
first-guess dipoles: energy error (eV): 0.004201
first-guess dipoles: largest explicit force error (eV/angstrom): 0.06040
first-guess dipoles: largest response term (eV/angstrom): 0.03962
halving dipole error divides energy, force errors by: 4.000 1.998
frozen -p.E0/2: largest force error (eV/angstrom): 0.15010
```
